# Mole ratio and temperature in a stagnant gas with thermal diffusion

Take a trace of precursor vapour in a carrier gas between two flat, impermeable plates, one cold and one hot. The gas does not flow, its pressure is uniform, and nothing reacts. Let $x$ be the mole fraction of the precursor and $z$ the distance from the cold plate. Two effects move the precursor relative to the carrier: ordinary diffusion down the gradient of $x$, and thermal diffusion along the temperature gradient. For a trace species the molar flux is

$$J=-nD\left(\frac{dx}{dz}+a\,x\,\frac{d\ln T}{dz}\right),$$

where $n$ is the total number density, $D$ the binary diffusion coefficient and $a$ a dimensionless number, the thermal diffusion factor. With $a>0$ the second term drives the precursor towards the cold plate.

In the steady state $J$ does not depend on $z$, and it is zero at an impermeable plate, so it is zero throughout. Dividing the bracket by $x$ gives $d\ln x=-a\,d\ln T$, and for constant $a$

$$x\propto T^{-a}.$$

If $a=1/2$ and the hot plate is at four times the absolute temperature of the cold one, the mole fraction at the hot plate is half that at the cold plate. The number density of the precursor is $nx$, and at uniform pressure $n\propto 1/T$, so it falls by a factor of eight. Of that, a factor of four is thermal expansion, which the carrier shares, and a factor of two is separation.

This power law for $x$ cannot survive when the precursor is no longer a trace. The two species enter a binary mixture on an equal footing: if one drifts to the cold side with factor $a$, the other drifts to the hot side with factor $-a$. Were both fractions power laws, they would be $AT^{-a}$ and $BT^{a}$, and their sum could not equal one over a range of temperatures. The quantity that does follow a power law is the mole ratio $r=x/(1-x)$. It turns into its own inverse when the species are exchanged, just as $T^{-a}$ does.

For any composition, the flux law of an ideal binary gas at uniform pressure and without external forces is

$$\mathbf J=-nD\left[\nabla x+a\,x(1-x)\,\nabla\ln T\right].$$

This equation defines $a$. The product $x(1-x)$ is taken out because thermal diffusion must vanish when either species is absent. What remains may still depend on temperature and composition; that $a$ is constant is an assumption about the gas pair, not a consequence of the definition.

The flux $\mathbf J$ is measured relative to the molar-average velocity $\mathbf v^*=x\mathbf v_1+(1-x)\mathbf v_2$, where $\mathbf v_1$ and $\mathbf v_2$ are the mean velocities of precursor and carrier. Since $\mathbf v_1-\mathbf v^*=(1-x)(\mathbf v_1-\mathbf v_2)$,

$$\mathbf J=nx(\mathbf v_1-\mathbf v^*)=n\,x(1-x)(\mathbf v_1-\mathbf v_2).$$

The same algebra with mass fractions $w_1,w_2$ and mass density $\rho$ gives the mass flux relative to the mass-average velocity as $\rho w_1w_2(\mathbf v_1-\mathbf v_2)$. Both fluxes are proportional to the velocity difference, so zero diffusive flux means the same thing in either frame. Stagnant will mean $\mathbf v^*=0$; when the diffusive flux also vanishes, both species are at rest on average.

To integrate the flux law, differentiate the logarithm of the mole ratio:

$$d\ln r=\frac{dx}{x}+\frac{dx}{1-x}=\frac{dx}{x(1-x)}.$$

Hence $\nabla x=x(1-x)\nabla\ln r$, and the factor $x(1-x)$ is common to both terms of the flux:

$$\mathbf J=-nD\,x(1-x)\,\nabla\Phi,\qquad \Phi=\ln r+a\ln T.$$

The constant $a$ could be moved inside the gradient because it does not vary in space. Where both species are present, $nDx(1-x)$ is positive, so $\mathbf J=0$ requires $\nabla\Phi=0$. In a connected region any two points can be joined by a path, and integrating $\nabla\Phi$ along it shows that $\Phi$ has the same value at both. Therefore

$$\frac{x}{1-x}=C\,T^{-a}.$$

The diffusion coefficient has dropped out, and with it the pressure and the temperature dependence of $D$. The shape of the vessel and the form of the temperature field have dropped out as well. They affect how quickly the state is reached and, through the amount of precursor present, the constant $C$.

In one dimension a single impermeable plate was enough to make the steady flux vanish. In a vessel of general shape a steady state demands only $\nabla\cdot\mathbf J=0$, which by itself would allow closed loops of flux. They are excluded as follows. Multiply $\nabla\cdot\mathbf J=0$ by $\Phi$, use $\nabla\cdot(\Phi\mathbf J)=\Phi\nabla\cdot\mathbf J+\mathbf J\cdot\nabla\Phi$, and integrate over the vessel. The surface term vanishes because no precursor crosses the walls, which leaves

$$0=\int\mathbf J\cdot\nabla\Phi\,dV=-\int nD\,x(1-x)\,|\nabla\Phi|^2\,dV.$$

The integrand on the right is nowhere negative, so $\nabla\Phi=0$ everywhere. A closed, stagnant vessel in the steady state thus has no diffusive flux, however uneven its wall temperatures.

The constant $C$ follows from the amount of precursor. Let the subscript $c$ denote the cold plate. Then

$$x(T)=\frac{r(T)}{1+r(T)},\qquad r(T)=r_c\left(\frac{T}{T_c}\right)^{-a}.$$

If $\bar x$ is the precursor's share of all molecules in the vessel, then, because $n\propto1/T$,

$$\int\frac{x}{T}\,dV=\bar x\int\frac{1}{T}\,dV.$$

At fixed temperature $dx/d\ln r_c=x(1-x)>0$. The left side therefore rises steadily with $r_c$, from zero to the full value of $\int dV/T$, and for any $\bar x$ between zero and one there is one solution.

Two limits show the content of the formula. For $x\ll1$ the ratio and the fraction coincide and the trace result returns. For $1-x\ll1$ the ratio is nearly $1/(1-x)$, so the carrier fraction obeys $1-x\propto T^{a}$: the rare carrier gathers on the hot side, while the precursor fraction hardly changes. Between these limits, a modest temperature difference gives

$$\Delta x\approx-a\,x(1-x)\ln\frac{T_h}{T_c},$$

with the subscript $h$ for the hot plate. At fixed $a$ and fixed temperatures this separation is largest for an equal mixture. For species of very unequal mass $a$ is far from constant across the composition range. A first-order kinetic-theory estimate for TiCl4 in nitrogen, with approximate Lennard-Jones parameters, has $a$ falling by about a factor of three from trace to nearly pure precursor, which moves the largest separation to about $x=0.35$. For such a pair the two limits have different exponents, and the power law holds only over a range of $x$ narrow enough for $a$ to be taken as fixed.

A concentrated mixture shows how far the fraction departs from a power law. Consider a closed square cell with coordinates $X$ and $Z$ from 0 to 1, $a=0.7$, a mean precursor fraction of 0.4, and the imposed temperature field

$$T=600+200\cos(\pi X)\cos(2\pi Z)+50\sin(3X+Z)\ \text{K}.$$

The steady balance, with $nD\propto T^{0.75}$, was solved by finite volumes on a grid of 28 by 28 cells. At the cell centres, which span 366 to 841 K (the field itself runs from about 362 to 844 K on the walls), the fraction ranges from 0.485 down to 0.345. The quantity $\ln r+a\ln T$ varies over the cell by $2\times10^{-5}$, which is grid error, while $\ln x+a\ln T$ varies by 0.241 (0.244 on a finer grid, whose centres lie closer to the walls). The second number can be read from the fractions: since $\ln x=\ln r+\ln(1-x)$, the variation must be that of $\ln(1-x)$, which is $\ln(0.655/0.515)=0.24$.

For an example from atomic layer deposition, take a lid at 450 K facing a wafer at 650 K across a gap of 20 mm, at 1 Torr, with a mean precursor fraction of 0.05. The regime is that of TiCl4 in nitrogen, with molar masses of 189.7 and 28.0 g/mol. The factor $a=0.5$ is a round model value, not a measured one. With $\ln(650/450)=0.3677$, the mole ratio changes from lid to wafer by the factor

$$\frac{r_h}{r_c}=e^{-0.5\times0.3677}=0.832.$$

The inventory condition needs the temperature profile. For a thermal conductivity proportional to $T^{0.7}$, steady conduction makes $T^{1.7}$ linear in $z$. Numerical quadrature and root finding then give $r_c=0.05785$, hence $r_h=0.832\times0.05785=0.0481$. The fractions are

$$x_c=\frac{0.05785}{1.05785}=0.0547,\qquad x_h=\frac{0.0481}{1.0481}=0.0459.$$

At mid-gap, where the gas is at 556 K, the fraction is 0.0495. The difference between the plates is 0.0088, and the formula for modest temperature differences gives $0.5\times0.05\times0.95\times0.3677=0.0087$.

The fraction at the wafer is 8% below the mean. The rate at which molecules strike a surface is proportional to their partial pressure divided by $\sqrt T$, so at fixed wafer temperature and total pressure the wafer receives 8% fewer precursor molecules than it would from an unseparated gas with the same inventory. If instead the lid were held at the unseparated composition, the deficit would be 16%. The precursor number density falls much more, to 0.58 of its value at the lid, but most of that is expansion: $0.840\times450/650=0.58$, where 0.840 is the ratio of the two mole fractions.

The time needed to reach this state depends on $D$. A round 0.08 cm²/s at 300 K and 1 atm, scaled as $T^{1.75}/P$, gives 176 cm²/s at 550 K and 1 Torr. In this one-dimensional cell at fixed temperature, $n$ does not change with time, so $n\mathbf v^*$ is uniform; it vanishes at the plates, and the gas stays stagnant during the approach. If $n$ and $D$ are both replaced by uniform mean values and the separation is small, the departure from the final profile approximately obeys the ordinary diffusion equation with impermeable walls. Its slowest mode, $\cos(\pi z/L)$ for a gap $L$, decays with the time constant

$$\tau=\frac{L^2}{\pi^2D}=\frac{(2\ \text{cm})^2}{9.87\times176\ \text{cm}^2/\text{s}}=2.3\ \text{ms}.$$

Starting from uniform composition, the missing profile is nearly linear in $z$. The Fourier series of a straight line gives the slowest mode a share $8/\pi^2$ of the difference between the walls. The separation is therefore 99% complete when $(8/\pi^2)e^{-t/\tau}=0.01$, that is at $t=4.4\,\tau=10$ ms. A finite-volume integration in time with the full temperature dependence also gives 10 ms. Since $D\propto1/P$, the time grows in proportion to the pressure and to the square of the gap.

The power law fails when precursor is being consumed. The flux law then reads $\nabla\Phi=-\mathbf J/[nDx(1-x)]$. Integrating from lid to wafer and dividing by $\ln(T_h/T_c)$ gives an apparent exponent

$$a_{\rm app}\equiv-\frac{\ln(r_h/r_c)}{\ln(T_h/T_c)}=a+\frac{1}{\ln(T_h/T_c)}\int_0^L\frac{J\,dz}{nD\,x(1-x)}.$$

A flux towards the wafer is positive here and steepens the fall of the mole ratio. With mean values in the integral, the correction equals $a$ itself when the flux reaches

$$J_s=\frac{nD\,a\,x(1-x)\ln(T_h/T_c)}{L}.$$

The gap holds $1.76\times10^{15}$ precursor molecules per cm². Dividing by $0.05\times2$ cm gives a mean total density $n=1.76\times10^{16}$ cm⁻³. Hence

$$J_s=\frac{1.76\times10^{16}\times176\times0.5\times0.0475\times0.3677}{2}=1.35\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

One tenth of this flux should raise the exponent by about a tenth, to 0.55. Numerical integration of the flux law across the gap, with the lid fraction held at 0.0547, gives 0.551. This assumes that the surface returns one molecule for each one it takes, and that the returned molecule counts as carrier.

A surface that takes up $2\times10^{14}$ molecules per cm² in each cycle, a rough figure for a partial monolayer, would be supplied by the flux $J_s$ in 15 ms. It would remove 11% of the precursor in the gap if none were replaced. Once the surface is saturated and the flux has died away, the ratio law returns, for constant $a$, with the same exponent and a smaller $C$. An exponent inferred from compositions during uptake would mix consumption with thermal diffusion.

Bulk motion is the other way to lose the result. In a steady flow the precursor balance is $\nabla\cdot(nx\mathbf v^*)+\nabla\cdot\mathbf J=0$. Total molecules are conserved, $\nabla\cdot(n\mathbf v^*)=0$, so this becomes

$$n\mathbf v^*\cdot\nabla x+\nabla\cdot\mathbf J=0.$$

A flow parallel to the plates, in gas whose composition and temperature vary only across the gap, has $\mathbf v^*\cdot\nabla x=0$. It leaves the zero-flux state intact once that state is established; gas that enters well mixed needs some 10 ms of travel to separate, about 2 cm at 2 m/s. A flow that crosses from one plate to the other does not: it carries richer gas towards the wafer and poorer gas back, and thereby reduces the separation.

Such a flow arises at the side walls even without a pump. Along a wall with a temperature gradient, a rarefied layer of gas creeps towards the hot end at a speed of about $\nu\,d\ln T/dz$, where $\nu$ is the kinematic viscosity and the numerical coefficient has been set to one. With a round carrier viscosity of $1.8\times10^{-5}$ Pa s at 300 K, scaled as $T^{0.7}$ and divided by the density of the 5% mixture at 550 K, this is 48 cm/s (the density of nitrogen alone would give 62 cm/s). Compared with diffusion, its strength is the Péclet number

$$\frac{uL}{D}=\frac{48\times2}{176}=0.55.$$

Lower pressure does not change this number, because $\nu$ and $D$ are both proportional to $1/P$.

Its effect can be sized with a model flow in a closed square cell, 20 mm on a side: two counter-rotating loops with stream function proportional to $\sin(2\pi X)\sin(\pi Z)$, rising towards the wafer along the side walls and returning in the middle. The pattern is imposed, not obtained from the momentum equation, and the temperature is held at the conduction profile. A finite-volume solution, with compositions averaged over the width next to each plate, gives an apparent exponent of 0.499 when the peak speed equals the creep speed, against 0.500 for still gas. At a peak Péclet number of 20 the exponent drops to about 0.2. A flow this strong also carries heat, and letting it reshape the temperature field lowers the value further, to between about 0.15 and 0.17 depending on the thermal condition at the side walls. Creep at this strength is thus harmless in the model, while a strong circulation removes more than half of the exponent.

At 1 Torr buoyancy is weaker still. Balancing it against viscosity gives a speed of order $g(\Delta T/T)L^2/\nu$, where $g$ is the acceleration of gravity. Relative to the diffusion of heat, for a Prandtl number of 0.7, this speed amounts to a Rayleigh number of 0.03. Unlike the creep Péclet number, this number grows as $P^2$: the estimated buoyant speed rises as $P$ while the creep speed falls as $1/P$, and the two estimates become equal near 3 Torr. The density difference caused by the separation itself gives a corresponding number, relative to molecular diffusion, of 0.007. Gravity also separates the species directly, since each partial pressure seeks its own hydrostatic profile. The resulting change in $\ln r$ is the molar mass difference times $gL/RT$, with $R$ the gas constant, or $7\times10^{-6}$, against $0.5\times0.3677=0.18$ from thermal diffusion.

At 1 Torr the gas next to a plate is not quite at the plate's temperature. For a nitrogen diameter of 0.37 nm the mean free path at 550 K is 94 µm. The jump is roughly two mean free paths times the temperature gradient, or $2\times0.094\times200/20=1.9$ K at each wall. The temperatures in the power law are those of the gas. Using them in place of the plate temperatures changes the mole-ratio factor from 0.832 to 0.835. The Knudsen number, mean free path over gap, is 0.005; when it is no longer small, the flux law itself ceases to apply.

The factor $a$ need not be constant. If $a$ depends on temperature, the zero-flux condition is still $d\ln r=-a\,d\ln T$, but it integrates to

$$\ln\frac{r_h}{r_c}=-\int_{T_c}^{T_h}a(T)\,\frac{dT}{T}.$$

Suppose that $a$ starts at $a_c$ at the lid and rises linearly by a fraction $\varepsilon$ on the way to the wafer. Writing $(T-T_c)/T=1-T_c/T$ in the added term gives

$$\ln\frac{r_h}{r_c}=-a_c\left[\ln\frac{T_h}{T_c}+\varepsilon\left(1-\frac{T_c}{T_h-T_c}\ln\frac{T_h}{T_c}\right)\right].$$

For $a_c=0.5$ and $\varepsilon=0.2$ the inner bracket is $1-2.25\times0.3677=0.173$. The mole-ratio factor becomes $\exp[-0.5(0.3677+0.0345)]=0.818$ instead of 0.832. This shift arises because the wall-to-wall factor depends only on the mean of $a$ over $\ln T$, and fixing $a=0.5$ at the lid raises that mean to 0.547. The same 20% rise with $a=0.5$ at 550 K gives 0.833. Inside the gap the mole ratio departs from the power law through its two end values by about 0.5% at most, which is comparable with the effect of the temperature jump. The 20% is only illustrative: first-order kinetic theory with approximate Lennard-Jones parameters suggests a rise of roughly 20 to 40% over this range, depending on the parameters chosen, with $a$ between about 0.45 and 0.55 at 550 K and a mole-ratio factor between about 0.82 and 0.85.

Set beside a real TiCl4 process, the pressure and temperatures are of a plausible order, but the value of $a$ is the weakest input. At these temperatures an error of 0.1 in $a$ moves the mole-ratio factor by nearly 4%. A real reactor is also fed and purged by flow, and its wafer consumes precursor during the pulse. The surface reaction can release HCl, which makes the gas ternary and puts it outside the binary law. Of these departures, the one sized above is consumption: a flux of $1.35\times10^{15}$ cm⁻² s⁻¹ already shifts the apparent exponent by 10%. The factor 0.832 therefore describes a closed or saturated gap without flow across it that has been left for some 10 ms, and not the gas during uptake. Saturation alone is not enough: in a model stagnation flow of 1000 sccm fed through the lid over a 300 mm wafer, with the conduction temperature profile kept, the Péclet number is 0.4 and the apparent exponent falls to about 0.47.

Numbers in the example were calculated in double precision.
